# Surfactants can smooth growth by slowing adatoms: the condition on descent

## Two surfaces with the same step edges

Let a film grow on two surfaces at the same flux. On the first, each island collects atoms from $\Lambda$ lattice sites. On the second there are four times as many islands, so each collects from $\Lambda/4$ sites. An atom on top of an island steps down across an edge bond at the same rate on both surfaces. Which one sooner has islands carrying a second layer?

At equal coverage the islands on the second surface have one quarter of the area $A$. A second-layer nucleus forms when an atom lands on an island while an earlier one is still there. Three factors control how often this happens:

- The first atom arrives at a rate proportional to $A$.
- The second also arrives at a rate proportional to $A$.
- The first atom stays for a time proportional to area over perimeter, that is, to $A^{1/2}$, if descent is slow.

The nucleation rate per island therefore varies as $A^{5/2}$, and the second surface has a rate lower by $4^{5/2}=32$. It grows more smoothly.

Fourfold island density can result from slower adatoms. It is shown below that the density varies as the inverse cube root of the terrace hop rate, so hopping must be slower by $4^3=64$. Here lower mobility smooths the film.

Suppose the slowing is caused by a surfactant, a foreign species that stays on top of the growing film. If it slows descent by 64 as well, each atom stays 64 times longer on an island of given size. The nucleation rate is then $64/32=2$ times that of the first surface. The islands are as small and as numerous as before, yet the film is rougher. Small islands are therefore not sufficient: descent must be slowed less than hopping.

## Nucleation on top of one island

Take a triangular lattice and measure areas in sites. An adatom hops across each terrace bond at rate $k$, so its total hop rate is $h=6k$. At an island edge it descends across each outward bond at rate $\kappa$. The flux is $F$ atoms per site and second. A pair of atoms is assumed stable, and islands are compact.

A hexagon with $m\ge2$ sites along each side has $A=3m^2-3m+1$ sites. Its six corners have three outward bonds each and its $6(m-2)$ other rim sites have two, so

$$B=18+12(m-2)=12m-6,\qquad B^2=144m^2-144m+36=48A-12 .$$

For large islands $B\simeq\sqrt{48A}$.

If descent is slow, an atom explores the whole island before leaving and is found on each site with probability $1/A$. Each outward bond contributes $\kappa/A$ to the escape rate. The total is $\kappa B/A$, and the mean residence time is

$$\tau=\frac{A}{\kappa B}.$$

Atoms land on the island at rate $FA$. If $x=FA\tau\ll1$, the probability of finding one atom there is $x$. A second atom arrives at rate $FA$, and behind a strong barrier the two meet before either escapes. The nucleation rate is

$$\omega=FA\,x=F^2A^2\tau=\frac{F^2A^3}{\kappa B}.\tag{1}$$

The terrace rate $k$ has dropped out. Slower atoms take longer to meet, but they still meet with near certainty.

Crossing the island, or meeting on it, takes a time of order $A/k$, apart from a logarithm. Comparison with $\tau$ gives the condition $\kappa B\ll k$. For $A=61$, $B=54$ and $\kappa/k=10^{-5}$, solving the lattice walks of one and two atoms reproduces $\tau$ and $\omega$ to about 0.01%.

## From one island to the growing layer

Suppose the island density is fixed early in the layer. All atoms landing in an island's cell of $\Lambda$ sites finally join its edge, including those that first land on top. At coverage $\theta=Ft$ its area is $A=\Lambda\theta$.

Let $S$ be the probability that no nucleus has yet formed on top. Then $dS/dt=-\omega S$, so the probability that one has formed is

$$P=1-e^{-M},\qquad M=\int\omega\,dt=\frac1F\int_0^\theta\omega\,d\theta' .$$

With $B=\sqrt{48A}$, equation (1) becomes $\omega=F^2A^{5/2}/(\kappa\sqrt{48})$. Hence

$$M=\frac{F\Lambda^{5/2}}{\kappa\sqrt{48}}\int_0^\theta\theta'^{5/2}d\theta'
=\frac27\,\frac{F}{\kappa\sqrt{48}}\,\Lambda^{5/2}\theta^{7/2}.\tag{2}$$

The earliest stage matters little. In (2), coverages below 0.1 monolayer (ML) contribute a fraction $(0.1/0.5)^{7/2}\simeq0.004$ of the integral up to 0.5 ML. A fixed density at later coverages remains an assumption: the rate equations of the next section, written for point islands, would raise it by a further factor of about 1.7 between 0.1 and 0.5 ML. This factor is nearly the same for fast and slow hopping, so it affects absolute values of $M$ more than ratios between surfaces. The model also takes all cells as equal and all islands as separate. Randomly placed islands can touch before 0.5 ML, and merging gives larger tops than (2) assumes.

## How mobility sets the island density

Let $n$ be the adatom density and $N=1/\Lambda$ the island density. There are $n^2/2$ adatom pairs per site in mean field, and the relative hop rate of a pair is $2h$. Pairs therefore form at rate $\sigma hn^2$, where the capture number $\sigma$ accounts for the geometry of encounters. Each event removes two adatoms. Islands capture adatoms at rate $\sigma hnN$, with the same $\sigma$ for simplicity:

$$\frac{dn}{dt}=F-2\sigma hn^2-\sigma hnN,\qquad \frac{dN}{dt}=\sigma hn^2 .$$

Once $n\ll N$, most adatoms are captured by islands and $n$ follows the flux, so $F\simeq\sigma hnN$ and $n=F/(\sigma hN)$. Substitution gives

$$\frac{dN}{dt}=\frac{F^2}{\sigma hN^2},\qquad N^2\,dN=\frac{F^2}{\sigma h}\,dt .$$

Integrating from negligible initial density and using $Ft=\theta$,

$$N^3=\frac{3F\theta}{\sigma h}.$$

If the density is frozen at coverage $\theta_n$,

$$\Lambda=\left(\frac{\sigma h}{3F\theta_n}\right)^{1/3}.\tag{3}$$

At $h/F=10^8$, $\sigma=1$ and $\theta=0.1$ ML, the formula gives $N=0.00144$ per site, and integration of both rate equations gives $0.00142$.

## An example in numbers

Choose round model parameters: temperature 300 K, attempt rate $10^{13}$ s$^{-1}$ per bond, flux 0.1 ML/s, $\sigma=1$ and $\theta_n=0.1$ ML. The clean terrace barrier is 0.40 eV and the whole descent barrier is 0.60 eV. Temperature, flux, attempt rates and $\sigma$ are held fixed in all comparisons, and second-layer nucleation is judged at 0.5 ML.

On the clean surface $h=1.144\times10^7$ s$^{-1}$ and $\kappa=832.6$ s$^{-1}$. Equation (3) gives

$$\Lambda=\left(\frac{1.144\times10^7}{3\times0.1\times0.1}\right)^{1/3}\simeq725 .$$

Equation (2) then gives

$$M=\frac27\,\frac{0.1}{832.6\sqrt{48}}\,(725.2)^{5/2}(0.5)^{7/2}\simeq6.2 .$$

Nearly every island already carries a second-layer nucleus.

Now let a surfactant raise the terrace barrier by 0.10 eV and leave the descent barrier at 0.60 eV. Hopping slows by a factor of 47.9. The cell shrinks to about 200 sites, and the island density rises by $47.9^{1/3}\simeq3.6$. At this lower $h/F$ equation (3) overestimates the density by about 6%; the full rate equations give a rise of 3.5, which would increase $M$ on the slowed surfaces by about 12% relative to the clean one. With $\kappa$ unchanged,

$$M\simeq6.2\left(\frac{199.7}{725.2}\right)^{5/2}\simeq0.25,\qquad P\simeq0.22 .$$

This case lies near the edge of the strong-barrier regime. At 0.5 ML, $A\simeq100$, $B\simeq69$ and $\kappa/k=0.0209$, so $\kappa B/k\simeq1.4$ is not small. Solving the lattice problem of two walkers, who may now escape before meeting, gives $M=0.21$ and $P=0.19$. Equation (2) overestimates $M$, and the conclusion is strengthened: the less mobile adatoms give the smoother film.

If both barriers rise by 0.10 eV, the islands are just as small, but $\kappa$ falls to 17.4 s$^{-1}$ and (2) gives $M=11.8$, about 1.9 times the clean value. If the terrace barrier instead falls by 0.05 eV with descent unchanged, the cell grows to about 1380 sites and (2) gives $M\simeq31$. In that comparison, higher mobility roughens the film.

## The general statement and its proof

**Statement.** For irreversible nucleation, compact islands, strong edge barriers and rare occupation of the island tops, the second-layer nucleation integral at fixed coverage obeys

$$M\propto\frac{h^{5/6}F^{1/6}}{\kappa}.\tag{4}$$

At fixed flux and capture number, a surfactant that changes $(h_0,\kappa_0)$ into $(h_s,\kappa_s)$ reduces $M$ if and only if

$$\frac{\kappa_s}{\kappa_0}>\left(\frac{h_s}{h_0}\right)^{5/6}.\tag{5}$$

**Proof.** Equation (3) gives $\Lambda^{5/2}\propto(h/F)^{5/6}$. Inserting this in (2) leaves $F\,(h/F)^{5/6}/\kappa=h^{5/6}F^{1/6}/\kappa$, which is (4). Therefore

$$\frac{M_s}{M_0}=\left(\frac{h_s}{h_0}\right)^{5/6}\frac{\kappa_0}{\kappa_s},$$

and requiring this ratio to be below one gives (5).

Let the surfactant change the barriers by $\Delta E_t$ for terrace hops and $\Delta E_d$ for descent, with unchanged attempt rates. The two rate ratios are $e^{-\Delta E_t/k_BT}$ and $e^{-\Delta E_d/k_BT}$. Taking the logarithm of (5) and multiplying by $-k_BT$, which reverses the inequality, gives

$$\Delta E_d<\tfrac56\,\Delta E_t .\tag{6}$$

The additional edge barrier is $E_a=E_d-E_t$. Subtracting $\Delta E_t$ from both sides of (6) gives $\Delta E_a<-\Delta E_t/6$. A surfactant that raises the terrace barrier must lower the additional barrier by more than one sixth of that rise.

In the marginal example the terrace barrier rises by 0.10 eV and the descent barrier by 0.0833 eV. Equation (2) returns the clean value, 6.2, and the two-walker values agree to 0.5%. Both calculations assume rarely occupied island tops. Here $x\simeq0.43$ at 0.5 ML, against 0.12 on the clean surface, so the equality belongs to the dilute limit. With the occupation equations of the next section, the marginal value is about 4.0 against about 5.3 on the clean surface, roughly a quarter lower.

Condition (6) does not exclude smoothing by higher mobility. If both rates increase by the same factor $s$, $M$ changes by $s^{5/6-1}=s^{-1/6}$, a weak reduction. The sign of the mobility change alone does not decide the outcome.

## When island tops are often occupied

Equation (1) requires $x\ll1$. With $B=\sqrt{48A}$, $x=FA^{3/2}/(\kappa\sqrt{48})$. At 0.5 ML this is about 0.12 on the clean surface and 0.02 with only terrace hops slowed. With both rates slowed it is about 0.83, so the value $M=11.8$ cannot be taken literally.

The correction follows from a balance. Let $p_0$ and $p_1$ be the probabilities that no nucleus exists and that zero or one atom is on top:

$$\dot p_0=-FA\,p_0+\frac{p_1}{\tau},\qquad
\dot p_1=FA\,p_0-\frac{p_1}{\tau}-FA\,p_1 .$$

The last term is nucleation. The occupation among islands without a nucleus is $q=p_1/(p_0+p_1)$. Since $\dot p_0+\dot p_1=-FA\,p_1$,

$$\dot q=FA(1-q)-\frac q\tau-FA\,q+FA\,q^2 .$$

The island grows slowly compared with $\tau$, so $\dot q\simeq0$. Multiplication by $\tau$ gives $q(1+2x)=x(1+q^2)$, and hence

$$q\ge\frac{x}{1+2x}\ge x(1-2x).$$

The rate is $FAq$ instead of $FAx$. Since $x\propto\theta^{3/2}$, the integral in (2) acquires the relative correction $-2x\,(1/5)/(2/7)=-\tfrac75x$, with $x$ taken at the final coverage. Thus $M$ is at least $1-\tfrac75x$ times its dilute value. With faster terrace hops $x\simeq0.31$ at 0.5 ML, so the dilute value of 31 is reduced to no less than about 17, still well above the clean value.

This decides whether raising both barriers by 0.10 eV still roughens the film at a lower coverage. At 0.25 ML the dilute values are smaller by $2^{-7/2}=0.088$: 0.55 for the clean surface and 1.04 with both rates slowed. In the latter case $x\simeq0.83/2^{3/2}\simeq0.29$, so $M\ge1.04(1-0.41)\simeq0.61$. The balance can also be written $q=x(1-q)^2$, so $q\le x$ and the clean value is at most 0.55. Equal slowing therefore still gives the larger $M$ at this coverage. The ratio is less than the dilute factor of 1.9, because the reduction factor $(1-q)^2$ is smaller where $x$ is larger. Stronger equal slowing can reverse the order. With both barriers raised by 0.20 eV, $\Lambda\simeq55$. Even without any descent, an island stays free of a nucleus until two atoms have landed on it, which has probability $e^{-\mu}(1+\mu)$ with $\mu=\Lambda\theta^2/2\simeq6.9$ at 0.5 ML. Hence $M\le\mu-\ln(1+\mu)\simeq4.8$, below the clean value of at least $6.2\,(1-\tfrac75\times0.12)\simeq5.2$.

The same correction appears in a direct simulation of 600 growing islands with $\Lambda=120$, $\kappa/k=0.01$ and $F/\kappa=1/600$. By 0.5 ML a fraction 0.517 had nucleated a second layer, against 0.597 from the dilute two-walker theory. The difference of 0.080 is about four times the sampling error of 0.02. Here $x\simeq0.11$, and the factor $1-\tfrac75x$ would change the prediction to about 0.54, but this factor is a bound and overstates the effect. The islands hold at most 60 atoms, and counting whole atoms on shapes with incomplete outer rings already lowers the dilute value to about 0.56. Occupation of the tops lowers it further to about 0.52. Each effect supplies roughly half of the gap.

## The exponent and the real surface

The power $5/6$ inherits the mean-field exponent $1/3$ in (3). Single simulations with point islands at $h/F=10^5$ and $10^7$ gave 0.01413 and 0.00382 islands per site, an effective exponent of 0.284. Part of the difference from $1/3$ arises because the limit behind (3) is not fully reached: with constant $\sigma$, the full rate equations give 0.305 between these two values of $h/F$. A slowly varying capture number may contribute to the rest, but this was not isolated. For a general exponent $\chi$, $\Lambda^{5/2}\propto(h/F)^{5\chi/2}$, so $5/6$ in (5) and (6) becomes $5\chi/2$. With $\chi=0.284$ it is 0.71, which makes the condition for smoothing by slower hopping stricter.

For silver growing on Ag(111), antimony raises the island density and makes growth more nearly layer by layer. The density increase is attributed to lower silver mobility. The model shows how these observations can fit together, but it does not compute the barriers of this system. Its clean terrace barrier of 0.40 eV is far above the rough 0.1 eV of Ag(111). Lowering both model barriers by 0.30 eV, with the additional barrier held at 0.20 eV, multiplies both rates by about $1.1\times10^5$ and reduces the clean $M$ in (2) from 6.2 to about 0.9. At 0.5 ML the islands are then so large that $\kappa B/k\simeq0.4$, and (2) is already somewhat too high. A further reduction of the additional barrier by 0.10 eV would give $\kappa B/k\simeq19$ at 0.5 ML, outside the strong-barrier regime in which (2) holds. Irreversible nucleation also requires a pair to survive until a third atom arrives. If breaking a pair costs its bond energy plus the terrace barrier, the lowered barriers require a bond of about 0.5 eV at 300 K; with a weaker bond, neither (1) nor (3) applies as it stands. Absolute values here are therefore not predictions for silver. Real islands may also be ramified: doubling $B$ at fixed area halves $\omega$ in (1). Antimony atoms may themselves act as nucleation sites or obstacles, in which case (3) no longer links island density to mobility alone. Equation (2) can still be used with a measured $\Lambda$, provided that its assumptions about the island tops hold.

The numerical output below lists the rates, island sizes and nucleation integrals for all five cases.

## Calculated quantities

```
Rate equations, h/F = 1e+08, coverage 0.1 ML
  island density, integrated: 0.001416 per site
  island density, formula:    0.001442 per site
Point-island simulation, 200 x 200 sites
  island density at h/F = 1e5: 0.01413 per site
  island density at h/F = 1e7: 0.00382 per site
  exponent of F/h: 0.284 (theory 0.333)
Fixed island: A = 61 sites, B = 54 bonds, kappa/k = 1e-05
  residence time, lattice/formula: 1.00001
  nucleation rate, lattice/formula: 0.99992
Growing islands: 600 runs, 120 sites per island
  kappa/k = 0.01, F/kappa = 0.00167, coverage 0.5 ML
  fraction nucleated, simulated: 0.517
  fraction nucleated, predicted: 0.597
Example: T = 300 K, kT = 0.02585 eV, attempt rate 1e+13 /s
  F = 0.1 ML/s, sigma = 1, density frozen at 0.1 ML, judged at 0.5 ML
clean: barriers 0.4000 and 0.6000 eV
  h = 1.144e+07 /s, kappa = 832.61 /s, kappa/k = 4.37e-04
  725.2 sites per island, density 0.00138 per site
  closed formula: M = 6.200, P = 0.9980
  two-walker result: M = 6.135, P = 0.9978, last factor 0.987
terrace slowed: barriers 0.5000 and 0.6000 eV
  h = 2.391e+05 /s, kappa = 832.61 /s, kappa/k = 2.09e-02
  199.7 sites per island, density 0.00501 per site
  closed formula: M = 0.247, P = 0.2187
  two-walker result: M = 0.210, P = 0.1897, last factor 0.823
both slowed: barriers 0.5000 and 0.7000 eV
  h = 2.391e+05 /s, kappa = 17.40 /s, kappa/k = 4.37e-04
  199.7 sites per island, density 0.00501 per site
  closed formula: M = 11.813, P = 1.0000
  two-walker result: M = 11.786, P = 1.0000, last factor 0.995
marginal: barriers 0.5000 and 0.6833 eV
  h = 2.391e+05 /s, kappa = 33.15 /s, kappa/k = 8.32e-04
  199.7 sites per island, density 0.00501 per site
  closed formula: M = 6.200, P = 0.9980
  two-walker result: M = 6.163, P = 0.9979, last factor 0.991
terrace sped up: barriers 0.3500 and 0.6000 eV
  h = 7.914e+07 /s, kappa = 832.61 /s, kappa/k = 6.31e-05
  1381.8 sites per island, density 0.00072 per site
  closed formula: M = 31.070, P = 1.0000
Ratios to the clean surface
  terrace slowing factor: 47.85; its sixth root: 1.905
  island density, slowed terrace: 3.631
  two-walker M, terrace slowed: 0.0343
  two-walker M, both slowed: 1.9211
  two-walker M, marginal: 1.0046
  closed M, terrace sped up: 5.012
```
